\section*{The intraband Drude head at imaginary frequency and its limits}

\section{Free electrons: one response, two limits}

Hartree atomic units are used. The temperature is zero, and spin gives a factor 2. For a uniform electron gas with $E_{\mathbf k}=k^2/2$ and occupations $f_{\mathbf k}=\theta(\mu-E_{\mathbf k})$, the random-phase dielectric function at imaginary frequency $i\omega$, $\omega>0$, is
\begin{equation}
\epsilon=1-\frac{4\pi}{q^2}\chi_0,\qquad
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{i\omega+E_{\mathbf k}-E_{\mathbf k+\mathbf q}} .
\label{gas}
\end{equation}
Let $\Delta_\pm=E_{\mathbf k\pm\mathbf q}-E_{\mathbf k}=\pm\mathbf k\cdot\mathbf q+q^2/2$. Shifting $\mathbf k\to\mathbf k-\mathbf q$ in the term with $f_{\mathbf k+\mathbf q}$ leaves a common factor $f_{\mathbf k}$:
\begin{align}
\chi_0&=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}
\left[\frac{1}{i\omega-\Delta_+}-\frac{1}{i\omega+\Delta_-}\right]\nonumber\\
&=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}
\left[\frac{-i\omega-\Delta_+}{\omega^2+\Delta_+^2}
+\frac{i\omega-\Delta_-}{\omega^2+\Delta_-^2}\right].
\end{align}
The substitution $\mathbf k\to-\mathbf k$ exchanges $\Delta_+$ and $\Delta_-$, so the imaginary parts cancel.

\textbf{First $q\to0$, with $\omega$ fixed.} Expand $\Delta/(\omega^2+\Delta^2)=\Delta/\omega^2-\Delta^3/\omega^4+\dots$. The terms linear in $\mathbf k\cdot\mathbf q$ cancel, since $\Delta_++\Delta_-=q^2$. With $a=\mathbf k\cdot\mathbf q$ and $b=q^2/2$, the cubes add to $(a+b)^3+(-a+b)^3=6a^2b+2b^3=O(q^4)$. As $2\int d^3k\,f/(2\pi)^3$ is the density $n$,
\begin{equation}
\chi_0=-\frac{nq^2}{\omega^2}+O(q^4),\qquad
\epsilon\to1+\frac{4\pi n}{\omega^2}.
\end{equation}

\textbf{First $\omega\to0$, with $q$ fixed and then small.} The integrand in \eqref{gas} becomes a difference quotient of $f$ with respect to energy, which tends to $f'(E)=-\delta(E-\mu)$. Hence $\chi_0\to-D(\mu)$, with $D$ the density of states including spin, and
\begin{equation}
\epsilon\to1+\frac{k_{\rm TF}^2}{q^2},\qquad k_{\rm TF}^2=4\pi D(\mu).
\end{equation}

The first result diverges as $\omega\to0$ and does not contain $q$; the second diverges as $q\to0$ and does not contain $\omega$. In the first, an electron moves a distance of order $v/\omega$ during the time $1/\omega$, much less than a wavelength, and responds by its inertia. In the second it crosses many wavelengths, and the gas reaches static screening.

\section{The head in a crystal}

Let $u_{n\mathbf k}$ be the periodic parts of the Bloch states, without spin--orbit coupling and with time-reversal symmetry. The element of the dielectric matrix with both reciprocal vectors zero, the head, is $\epsilon_{00}=1-(4\pi/q^2)\chi_0$, where now
\begin{equation}
\chi_0=2\sum_{nm}\int_{\rm BZ}\!\frac{d^3k}{(2\pi)^3}
\frac{(f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q})|M_{nm}|^2}
{i\omega+E_{n\mathbf k}-E_{m,\mathbf k+\mathbf q}},\quad
M_{nm}=\langle u_{n\mathbf k}|u_{m,\mathbf k+\mathbf q}\rangle .
\label{def}
\end{equation}
Time reversal maps the pair $(n,\mathbf k;\,m,\mathbf k+\mathbf q)$ to $(m,-\mathbf k-\mathbf q;\,n,-\mathbf k)$. The new pair also differs by $\mathbf q$ and has the same $|M|^2$, and its term is the complex conjugate of the old one. Therefore $\chi_0$ is real. With $D_{nm}=E_{m,\mathbf k+\mathbf q}-E_{n\mathbf k}$ and $\mathrm{Re}\,(i\omega-D)^{-1}=-D/(\omega^2+D^2)$,
\begin{equation}
\chi_0=-2\sum_{nm}\int_{\rm BZ}\!\frac{d^3k}{(2\pi)^3}
(f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q})|M_{nm}|^2
\frac{D_{nm}}{\omega^2+D_{nm}^2}.
\label{real}
\end{equation}

The overlaps follow from perturbation theory for $H_{\mathbf k}=(\mathbf p+\mathbf k)^2/2+V(\mathbf r)$, where $V$ is local. The perturbation linear in $\mathbf q$ is $\mathbf q\cdot(\mathbf p+\mathbf k)$. With $\mathbf p_{nm}=\langle u_{n\mathbf k}|\mathbf p+\mathbf k|u_{m\mathbf k}\rangle$ and nondegenerate bands,
\begin{equation}
M_{nm}=\frac{\mathbf q\cdot\mathbf p_{nm}}{E_{m\mathbf k}-E_{n\mathbf k}}+O(q^2)\quad(n\ne m),\qquad
|M_{nn}|^2=1-\sum_{m\ne n}|M_{nm}|^2=1-O(q^2).
\label{overlap}
\end{equation}
The second relation is completeness, $\sum_m|M_{nm}|^2=1$. The intraband terms $n=m$ thus carry overlap one to leading order, and the interband terms carry a factor $q^2$ that cancels the Coulomb factor $1/q^2$.

\section{The plasma tensor}

\subsection{Fermi-sea form}

Take $n=m$ and fix $\omega$. The occupation difference is nonzero in a shell of thickness $O(q)$, and $D_{nn}$ is $O(q)$, so the overlap correction changes $\chi_0$ by $O(q^4)$ and drops out. Assume first that the bands are smooth in $\mathbf k$. The shift used for free electrons is allowed because the integrand is periodic in the zone. It gives, with $\Delta_\pm=E_{n,\mathbf k\pm\mathbf q}-E_{n\mathbf k}$,
\begin{equation}
\chi_{\rm intra}=-2\sum_n\int_{\rm BZ}\!\frac{d^3k}{(2\pi)^3}f_{n\mathbf k}
\left[\frac{\Delta_+}{\omega^2+\Delta_+^2}+\frac{\Delta_-}{\omega^2+\Delta_-^2}\right]+O(q^4).
\end{equation}
The odd orders in $q$ cancel in $\Delta_++\Delta_-=\sum_{ab}q_aq_b\,\partial_a\partial_bE_n+O(q^4)$, and the cubes again add to $O(q^4)$. Write $\mathbf q=q\mathbf e$ with $|\mathbf e|=1$. Multiplication by $-4\pi/q^2$ gives
\begin{equation}
\epsilon_{\rm intra}=1+\frac{\omega_D^2}{\omega^2},\quad
\omega_D^2=\sum_{ab}e_a\Omega_{ab}e_b,\quad
\Omega_{ab}=4\pi\cdot2\sum_n\int_{\rm BZ}\!\frac{d^3k}{(2\pi)^3}f_{n\mathbf k}\,\partial_a\partial_bE_{n\mathbf k}.
\label{sea}
\end{equation}
This is $4\pi n$ with the inverse mass of each occupied state in place of one.

\subsection{Fermi-surface form}

Let $\mathbf v=\nabla_{\mathbf k}E_n$. The integral of $\partial_a(f v_b)$ over the zone vanishes by periodicity, and $\partial_af=-\delta(E_n-\mu)v_a$. Therefore
\begin{equation}
\int_{\rm BZ}\!d^3k\,f\,\partial_av_b=-\int_{\rm BZ}\!d^3k\,(\partial_af)\,v_b
=\int_{\rm BZ}\!d^3k\,v_av_b\,\delta(E_n-\mu).
\end{equation}
A layer of energy width $dE$ at a constant-energy surface has thickness $dE/|\mathbf v|$, so $\int d^3k\,\delta(E_n-\mu)g=\int dS\,g/|\mathbf v|$. The prefactor is $8\pi/(2\pi)^3=1/\pi^2$, and
\begin{equation}
\Omega_{ab}=4\pi\cdot2\sum_n\int_{\rm BZ}\!\frac{d^3k}{(2\pi)^3}v_av_b\,\delta(E_{n\mathbf k}-\mu)
=\frac{1}{\pi^2}\sum_n\int_{\rm FS}\!dS\,\frac{v_av_b}{|\mathbf v|}.
\label{fs}
\end{equation}
Filled bands contribute nothing. The tensor is positive semidefinite, because $\omega_D^2$ is an integral of $(\mathbf e\cdot\mathbf v)^2$. For free electrons $v=k_F$, and the surface integral is $\frac{1}{\pi^2}\,4\pi k_F^2\,\frac{k_F}{3}=\frac{4k_F^3}{3\pi}$. This equals $4\pi n$, since $n=k_F^3/(3\pi^2)$.

\subsection{Interband part and sum rule}

For $n\ne m$, insert \eqref{overlap} into \eqref{real} and let $D_{nm}\to E_{m\mathbf k}-E_{n\mathbf k}$. Exchanging the labels in the term with $f_m$ reverses the sign of $D_{nm}$ and makes that term equal to the first. The result is
\begin{equation}
L(\omega)=4\pi\cdot2\sum_n\int_{\rm BZ}\!\frac{d^3k}{(2\pi)^3}f_{n\mathbf k}
\sum_{m\ne n}\frac{2|\mathbf e\cdot\mathbf p_{nm}|^2}{D_{nm}(\omega^2+D_{nm}^2)},
\end{equation}
and the complete head at fixed $\omega$ is
\begin{equation}
\epsilon_{00}\to1+\omega_D^2/\omega^2+L(\omega)\qquad(q\to0).
\label{full}
\end{equation}

Second-order perturbation theory in $\mathbf q$ gives the curvature of a band,
\begin{equation}
\sum_{ab}e_ae_b\,\partial_a\partial_bE_n=1-\sum_{m\ne n}\frac{2|\mathbf e\cdot\mathbf p_{nm}|^2}{E_m-E_n}.
\end{equation}
Multiplying by $4\pi\cdot2f_n$, integrating and summing over $n$ yields
\begin{equation}
\omega_D^2+W=4\pi n,\qquad W=\lim_{\omega\to\infty}\omega^2L(\omega).
\label{sum}
\end{equation}
The lattice moves weight $W$ from the Drude term to interband transitions. With a nonlocal pseudopotential, $\mathbf p+\mathbf k$ must be replaced by $\partial H_{\mathbf k}/\partial\mathbf k$. The Fermi-surface formula keeps its form, but $\partial^2H_{\mathbf k}/\partial k_a\partial k_b$ is no longer $\delta_{ab}$, so the right side of \eqref{sum} changes.

\section{Between the two limits}

Let $q$ and $\omega$ vanish together at fixed $u=\omega/q$. Now $D_{nn}$ is comparable with $\omega$ and the denominator must be kept. To leading order $D_{nn}=q\,\mathbf e\cdot\mathbf v$ and $f_{\mathbf k}-f_{\mathbf k+\mathbf q}=-\mathbf q\cdot\nabla f=q\,\mathbf e\cdot\mathbf v\,\delta(E_n-\mu)$, understood under the integral. Equation \eqref{real} gives
\begin{equation}
q^2(\epsilon_{00}-1)\to S(u)=4\pi\cdot2\sum_n\int_{\rm BZ}\!\frac{d^3k}{(2\pi)^3}\delta(E_{n\mathbf k}-\mu)
\frac{(\mathbf e\cdot\mathbf v)^2}{(\mathbf e\cdot\mathbf v)^2+u^2}.
\label{joint}
\end{equation}
For $u$ large compared with the Fermi velocities, $S\to\omega_D^2/u^2$, and $S/q^2=\omega_D^2/\omega^2$. For $u\to0$ the fraction becomes one wherever $\mathbf e\cdot\mathbf v\ne0$, so $S\to k_{\rm TF}^2=4\pi D(\mu)$ unless $\mathbf e\cdot\mathbf v$ vanishes on a finite part of the Fermi surface, as on flat sheets parallel to $\mathbf e$; such parts do not contribute. The condition for the Drude form is therefore $q|\mathbf e\cdot\mathbf v|\ll\omega$ on the Fermi surface. This derivation uses the bands at the Fermi surface only, so crossings well below $\mu$ do no harm; a band touching at $\mu$ is excluded.

For free electrons, with $s=u/v_F$ and $x$ the cosine of the angle between $\mathbf e$ and $\mathbf v$,
\begin{equation}
S=k_{\rm TF}^2\int_0^1\!dx\,\frac{x^2}{x^2+s^2}=k_{\rm TF}^2\left[1-s\arctan\frac1s\right],\qquad k_{\rm TF}^2=\frac{4k_F}{\pi}.
\end{equation}
At $k_F=1$ the values for $s=0.2$, 1 and 5 are 0.9235, 0.2732 and 0.01658. The Drude form $k_{\rm TF}^2/(3s^2)$ gives 10.6, 0.424 and 0.01698. It is 2.4\% too large at $s=5$, 55\% too large at $s=1$, and more than ten times too large at $s=0.2$.

\section{A layered model metal}

Let electrons move freely in $x$ and $y$ and feel the potential $2V\cos Gz$, with $G=1.2$, $V=0.05$ and $\mu=0.2$. Then $E=k_\parallel^2/2+E_n(k_z)$. Diagonalization in eleven plane waves puts $E_1$ between $-0.0069$ and 0.1283, while $E_2$ starts at 0.2282. The Fermi level thus cuts only the first band, at every $k_z$, and the Fermi surface is an open corrugated cylinder.

The in-plane integrals are elementary:
\begin{equation}
2\int\!\frac{d^2k_\parallel}{(2\pi)^2}\,\delta(E-\mu)=\frac1\pi,\qquad
2\int\!\frac{d^2k_\parallel}{(2\pi)^2}\,f=\frac{\mu-E_1(k_z)}{\pi}.
\label{plane}
\end{equation}
The remaining $k_z$ integrals use a uniform grid of 4000 points. First,
\begin{equation}
k_{\rm TF}^2=4\pi\,\frac1\pi\,\frac{G}{2\pi}=\frac{2G}{\pi}=0.7639,\qquad
\Omega_{zz}=\frac{2G}{\pi}\langle v_z^2\rangle=0.04934,
\end{equation}
where the brackets denote the zone average over $k_z$. The root-mean-square velocity along $z$ is $(0.04934/0.7639)^{1/2}=0.254$. Along $x$, the angular average of $k_x^2$ on the Fermi surface is $k_\parallel^2/2=\mu-E_1$. By \eqref{plane} this makes $\Omega_{xx}=4\pi n$, with $n=0.009323$ and $4\pi n=0.11716$. The plasma frequencies are
\begin{align}
\omega_{D,x}&=\sqrt{0.11716}=0.3423\ \text{Ha}=9.31\ \text{eV},\nonumber\\
\omega_{D,z}&=\sqrt{0.04934}=0.2221\ \text{Ha}=6.04\ \text{eV}.
\end{align}
The interband weight along $z$ is $W=0.06782$, and $0.04934+0.06782=0.11716$, as \eqref{sum} requires. With $\mu$ inside the gap between $E_1$ and $E_2$, the potential has moved 58\% of the weight along $z$ out of the Drude term.

At $\omega=0.1$ and $\mathbf e$ along $z$, \eqref{full} gives $1+4.93386+2.32556=8.259$. The defining sum \eqref{def}, evaluated at $q=0.002$ and 0.004 and extrapolated by removing the $q^2$ error, gives the same 8.259. For $\mathbf e=(0.6,0,0.8)$ the tensor gives $\omega_D^2=0.36\times0.11716+0.64\times0.04934=0.073755$. The interband part, which here has matrix elements along $z$ only, is $0.64\times2.3256=1.4884$. The head is $1+7.3755+1.4884=9.864$. The defining sum, with quadrature in all three components of $\mathbf k$, also gives 9.864.

At the fixed value $q=0.01$ along $z$, the same sum crosses from one limit to the other:
\begin{center}
\begin{tabular}{rrrr}
$\omega$ & sum \eqref{def} & $1+S/q^2+L$ & $1+\omega_D^2/\omega^2$\\
0 & 7641.5 & 7644.5 & infinite\\
0.001 & 5470.1 & 5472.6 & 49340\\
0.003 & 2682.9 & 2684.5 & 5483\\
0.01 & 452.4 & 452.8 & 494.4\\
0.1 & 8.249 & 8.254 & 5.934
\end{tabular}
\end{center}
At $\omega=0.01$, $u=1$ is about four times the root-mean-square velocity, and the Drude form is 9\% too high. At $\omega=0.003$ it is too high by a factor of two. At $\omega=0.1$ it is too low because $L$ is missing.

The difference of 3.0 in the first row has a definite origin. At $\omega=0$, \eqref{plane} makes the in-plane occupation difference divided by the energy difference equal to $-1/\pi$. The intraband part of $\epsilon_{00}-1$ is then $(4/q^2)\int dk_z\,|M_{11}|^2/2\pi$. By \eqref{overlap} this is $k_{\rm TF}^2/q^2$ minus a constant, which has the same order in $q$ as $L(0)$. The constant is $4\int dk_z\sum_{m\ne1}|p_{1m}|^2/(2\pi D_{1m}^2)$. With two plane waves at distance $\delta$ from the zone boundary, $D_{12}^2=G^2\delta^2+4V^2$ and $|p_{12}|=GV/D_{12}$. Then $\int d\delta\,G^2V^2/D_{12}^4=\pi G/(16V)$, and the constant is $G/(8V)=3.0$. Adding $L$ to $S/q^2$ therefore does not collect all terms of order one at small $\omega$. They are negligible beside $S/q^2$ there.

\section{Consequence for the correlation energy}

The RPA correlation energy contains $\ln\epsilon-(\epsilon-1)$ integrated over frequency. For the intraband head alone, define
\begin{equation}
I(q)=\frac1{2\pi}\int_0^\infty\!d\omega\,[\ln\epsilon-(\epsilon-1)].
\end{equation}
With the Drude form, the logarithm is integrable: partial integration gives $\int_0^\infty d\omega\ln(1+\omega_D^2/\omega^2)=\int_0^\infty d\omega\,2\omega_D^2/(\omega^2+\omega_D^2)=\pi\omega_D$. Its share of $I$ is $\omega_D/2$, the zero-point energy of a plasmon. The linear term $\omega_D^2/\omega^2$ is not integrable at $\omega=0$. If it is cut at a lowest frequency $\omega_1$, it contributes $-\omega_D^2/(2\pi\omega_1)$, a number set by the frequency grid.

At finite $q$ the cutoff is physical. Insert $\epsilon-1=S(\omega/q)/q^2$ and use $\int_0^\infty d\omega=q\int_0^\infty du$ and $\int_0^\infty du\,a^2/(a^2+u^2)=\pi|a|/2$. The factors combine to $\frac{1}{2\pi}\cdot4\pi\cdot\frac{\pi}{2}=\pi$, so
\begin{equation}
I(q)=-\frac Cq+\frac{\omega_D}{2}+O(q),\qquad
C=\pi\cdot2\sum_n\int_{\rm BZ}\!\frac{d^3k}{(2\pi)^3}\,\delta(E_{n\mathbf k}-\mu)\,|\mathbf e\cdot\mathbf v|.
\label{energy}
\end{equation}
The logarithm departs from its Drude value in a frequency range of width $O(q)$, where $\ln[u^2S(u)/\omega_D^2]$ is integrable in $u$; this gives an $O(q)$ correction, which is negative because $u^2S(u)\le\omega_D^2$. A second $O(q)$ correction comes from the linear term. The intraband $\epsilon-1$ differs from $S/q^2$ by terms of order one (the overlap correction and higher orders of $D_{nn}$ in $q$). These fall off as $1/u^2$ at large $u$, so their integral $q\int du$ is $O(q)$.

In the layered model $C=\int dk_z|v_z|/2\pi$ along $z$. The band rises and falls once across the zone, so $C$ is its width divided by $\pi$: $(0.1283+0.0069)/\pi=0.0430$. Numerical integration of the intraband sum on a logarithmic frequency grid gives $I=-4.1919$ at $q=0.01$ and $-8.4962$ at $q=0.005$. The first two terms of \eqref{energy} give $-4.1928$ and $-8.4967$. The remainder halves with $q$, as it should. It is positive, so here the correction from the linear term outweighs that from the logarithm.

\section{Use in a periodic calculation}

\begin{enumerate}
\item Suppose the interband terms of \eqref{def} are taken from the small-$q$ overlaps \eqref{overlap}, while $\mathbf q=0$ is inserted directly in the intraband terms. Each intraband numerator is then $f_{\mathbf k}-f_{\mathbf k}=0$. The code then returns $1+L(\omega)$, the head of an insulator, which is neither limit. The term $\omega_D^2/\omega^2$ has to be added from \eqref{fs}.
\item The $\mathbf q=0$ point represents a cell of finite size. If $Q$ is the cell radius, the Drude form may stand for the whole cell only at frequencies well above $Q|\mathbf e\cdot\mathbf v|$. Below that, $\epsilon$ has to be evaluated at each $\mathbf q$ in the cell, from \eqref{def} or, to leading order in $q$, from \eqref{joint}. The quantity that is needed, such as $\ln\epsilon$ or $1/\epsilon$, is then averaged. Averaging $\epsilon$ first gives a different result, because these functions are not linear.
\item The $1/q$ term is integrable in three dimensions. For a sphere of radius $Q$ and isotropic $C$, its average is
\begin{equation}
-\frac{3}{Q^3}\int_0^Q\!dq\,q^2\,\frac Cq=-\frac{3C}{2Q}.
\end{equation}
For an anisotropic metal, $C$ is replaced by its average over directions.
\item For noncubic crystals the limit $q\to0$ at fixed $\omega$ in general depends on direction. In a cubic crystal $\omega_D^2$ is isotropic, because it is quadratic in $\mathbf e$, but $S(u)$ and $C$ are not quadratic in $\mathbf e$ and in general still vary with direction. In the model above $\omega_D^2$ differs by a factor 2.4 between $x$ and $z$, so one direction cannot represent the cell.
\item The head is one matrix element. The macroscopic dielectric function is $1/(\epsilon^{-1})_{00}$, which includes local fields through the other elements, and the full RPA energy needs the logarithm of the whole matrix. The value $\omega_D/2$ belongs to the intraband head taken alone.
\item At finite electronic temperature $\delta(E-\mu)$ becomes $-f'(E)$ in \eqref{fs} and \eqref{joint}, since the derivations use only the gradient of $f$.
\end{enumerate}
